# Critical Area for Shorts Between Two Long Parallel Wires

## A number that falls too slowly

Two parallel copper lines on a chip are 40 nm apart. Particles and patterning faults leave discs of extra metal of many diameters, and a disc that touches both lines shorts them. In the example of these notes, one defect in eight is larger than 40 nm. If the spacing is doubled, the fraction of defects large enough to bridge it falls by a factor of four. Yet the average critical area per unit length, which measures how exposed the pair is to shorts, falls only by a factor of two: from 5.0 nm to 2.5 nm, and to 1.25 nm when the spacing is doubled again.

The missing factor of two comes from the places where a disc may land. A disc can bridge the gap from a strip of positions whose width is the disc's diameter minus the spacing. When the spacing lies in the range of diameters where the size distribution falls as the inverse cube, as it does here, the mean width of this strip, taken over the discs large enough to bridge the gap, doubles when the spacing doubles.

## Model and definitions

The two wires are straight, each of width $w$ and length $L$, and their facing edges are a distance $s$ apart. A defect is a conducting disc of diameter $x$. Its centre is equally likely to fall anywhere on the plane, and any contact with both wires counts as a short.

The **critical area** $A(x)$ is the area of the region in which the centre of a disc of diameter $x$ must lie to cause a short. Defects come in many sizes, so let $f(x)\,dx$ be the fraction with diameters between $x$ and $x+dx$. The average critical area is

$$A_{av}=\int_0^\infty A(x)\,f(x)\,dx .$$

If centres are spread uniformly over a chip of area $A_c$, and the critical region lies wholly on the chip, a defect of diameter $x$ causes a short with probability $A(x)/A_c$. Averaged over sizes, the probability is $A_{av}/A_c$, provided that discs too large to meet this condition contribute negligibly.

The size density used here rises linearly to a peak at $x_0$ and then falls as the inverse cube:

$$f(x)=\frac{x}{x_0^2}\quad(x<x_0),\qquad f(x)=\frac{x_0^2}{x^3}\quad(x\ge x_0).$$

Both forms give $1/x_0$ at $x=x_0$, so the density is continuous. It is also normalised, with half of the defects on each side of the peak:

$$\int_0^{x_0}\frac{x}{x_0^2}\,dx=\frac12,\qquad \int_{x_0}^\infty\frac{x_0^2}{x^3}\,dx=x_0^2\left[-\frac{1}{2x^2}\right]_{x_0}^{\infty}=\frac12 .$$

"Long" means that we take the area per unit length and drop what happens at the wire ends. That contribution is estimated later.

## Where a disc must land

Let $y$ be the coordinate across the wires, with $y=0$ in the middle of the gap. The upper wire occupies $s/2\le y\le s/2+w$, and the lower wire is its mirror image. A disc centred at $y$ extends from $y-x/2$ to $y+x/2$. To reach the facing edges of both wires it must satisfy

$$y+\frac x2\ge\frac s2,\qquad y-\frac x2\le-\frac s2 .$$

Contact also requires that the disc does not lie wholly beyond the outer edge of either wire:

$$y-\frac x2\le\frac s2+w,\qquad y+\frac x2\ge-\frac s2-w .$$

These two conditions follow from the first pair, since $-s/2<s/2+w$ and $s/2>-s/2-w$. The wire width therefore drops out. The first pair can be written as

$$-\frac{x-s}{2}\le y\le\frac{x-s}{2}.$$

This is a strip of width $x-s$ if $x>s$, and it is empty if $x<s$. Hence

$$\frac{A(x)}{L}=x-s\quad(x>s),\qquad \frac{A(x)}{L}=0\quad(x\le s).$$

For an isolated pair the strip keeps growing with $x$. A very large disc may be centred well outside both wires and still touch both.

## The average over sizes

Assume $s\ge x_0$. Every defect able to bridge the gap then belongs to the inverse-cube tail, and

$$\frac{A_{av}}{L}=x_0^2\int_s^\infty\frac{x-s}{x^3}\,dx
=x_0^2\left[\int_s^\infty\frac{dx}{x^2}-s\int_s^\infty\frac{dx}{x^3}\right].$$

The first integral is $1/s$ and the second is $1/(2s^2)$. Therefore

$$\frac{A_{av}}{L}=x_0^2\left(\frac1s-\frac{1}{2s}\right)=\frac{x_0^2}{2s}.$$

At fixed $x_0$ and fixed length, the average critical area is inversely proportional to the spacing. For $s=40$ nm and $x_0=20$ nm,

$$\frac{A_{av}}{L}=\frac{(20\ \text{nm})^2}{2\times40\ \text{nm}}=5.0\ \text{nm}.$$

Integrating numerically over disc positions gives this value both for wires 40 nm wide and for wires 5 nm wide, as the geometry requires.

The opening puzzle can now be settled. The fraction of defects larger than a diameter $d\ge x_0$ is

$$S(d)=\int_d^\infty\frac{x_0^2}{x^3}\,dx=\frac{x_0^2}{2d^2}.$$

For $d=s=40$ nm this is 0.125. Dividing the average width by this fraction gives the mean strip width of those defects that can bridge the gap:

$$\frac{x_0^2/(2s)}{x_0^2/(2s^2)}=s .$$

Doubling $s$ divides the number of capable defects by four but doubles the mean strip width of each. The product is halved.

## The same result from position first

The integrals can also be done in the other order. Fix the centre at $y$ and ask which discs cause a short. The strip condition $|y|\le(x-s)/2$ means $x\ge s+2|y|$, so the fraction of defects that short from this position is $S(s+2|y|)$. Adding up all positions, and using the symmetry about $y=0$,

$$\frac{A_{av}}{L}=2\int_0^\infty\frac{x_0^2}{2(s+2y)^2}\,dy
=x_0^2\left[-\frac{1}{2(s+2y)}\right]_0^\infty=\frac{x_0^2}{2s}.$$

This form shows where the dangerous positions are. The risk per unit area is greatest at mid-gap and falls to a quarter of that value at $|y|=s/2$, the facing edges.

## Why the cube matters

Suppose that the tail falls as $x^{-q}$ while the linear rise is kept. If the peak height is $h$, normalisation requires

$$\frac{hx_0}{2}+\frac{hx_0}{q-1}=1
\quad\Rightarrow\quad h=\frac{2(q-1)}{(q+1)x_0}.$$

For $s\ge x_0$ and $q>2$ the average involves

$$\int_s^\infty\frac{x-s}{x^q}\,dx=\frac{s^{2-q}}{q-2}-\frac{s^{2-q}}{q-1}=\frac{s^{2-q}}{(q-1)(q-2)} .$$

Multiplying by $hx_0^q$ gives

$$\frac{A_{av}}{L}=\frac{2x_0}{(q+1)(q-2)}\left(\frac{x_0}{s}\right)^{q-2}.$$

For $q=3$ this returns $x_0^2/(2s)$, and no other exponent gives $1/s$. For $q\le2$ the integral diverges at large $x$, and for an isolated pair the average has no meaning without a largest defect. In an array of wires, treated below, the shorting width cannot exceed the repeat distance, and the average stays finite.

The exponent has a strong effect on the size of the result as well. With $s$ and $x_0$ held fixed, the average width is 7.6 nm for $q=2.8$ and 3.5 nm for $q=3.2$, which is 51% above and 31% below the cube-law value. Doubling the spacing multiplies the width by 0.57 and 0.44 respectively, instead of 0.50.

## Spacing below the peak

If $s<x_0$, some of the bridging defects lie on the rising part of the density. Their contribution is

$$\int_s^{x_0}(x-s)\frac{x}{x_0^2}\,dx
=\frac{1}{x_0^2}\left[\frac{x^3}{3}-\frac{sx^2}{2}\right]_s^{x_0}
=\frac{x_0}{3}-\frac s2+\frac{s^3}{6x_0^2}.$$

The tail now starts at $x_0$ and contributes

$$x_0^2\int_{x_0}^\infty\frac{x-s}{x^3}\,dx=x_0^2\left(\frac1{x_0}-\frac{s}{2x_0^2}\right)=x_0-\frac s2 .$$

The sum is

$$\frac{A_{av}}{L}=\frac{4x_0}{3}-s+\frac{s^3}{6x_0^2}\qquad(s<x_0).$$

At $s=x_0$ this equals $x_0/2$, in agreement with the inverse law. As $s\to0$ it tends to $4x_0/3$, the mean defect diameter, because the strip width becomes $x$ itself. The inverse law would instead diverge. At $s=10$ nm, half the peak diameter, the correct width is 17.1 nm, while the inverse law gives 20.0 nm.

## The largest defects

No real defect population extends to infinite diameter. Remove all defects above $x_M$, leaving the density below it unchanged. Then

$$\frac{A_{av}}{L}=x_0^2\left[-\frac1x+\frac{s}{2x^2}\right]_s^{x_M}
=x_0^2\left(\frac{1}{2s}-\frac1{x_M}+\frac{s}{2x_M^2}\right)
=\frac{x_0^2}{2s}\left(1-\frac{s}{x_M}\right)^2 .$$

For $x_M=10$ µm and $s=40$ nm the reduction is 0.80%. The law survives a cutoff as long as $x_M\gg s$.

The same formula shows which sizes matter. Defects below a diameter $c$ supply the fraction $(1-s/c)^2$ of the untruncated critical area. Setting this equal to one half gives

$$1-\frac sc=\frac1{\sqrt2}\quad\Rightarrow\quad c=\frac{s}{1-1/\sqrt2}=(2+\sqrt2)\,s ,$$

or 137 nm in the example. For an isolated pair, half of the critical area comes from defects more than three times as large as the gap, so the tail has to be known well beyond $x=s$. In the dense comb with $w=s$ treated below, the total is two thirds of the pair value, the condition becomes $(1-s/c)^2=1/3$, and the dividing diameter falls to about $2.4\,s$, or 95 nm.

## The wire ends

A disc centred beyond the ends of the wires can still touch both. In that region the farther wire sets the limit, and its nearest point is its facing corner. The centre must therefore lie within $r=x/2$ of both facing corners, which are a distance $s$ apart. The allowed region at each end is half of the lens in which two circles of radius $r$ overlap, so the two ends together supply one whole lens.

The lens consists of two equal circular segments. Each is bounded by a chord at distance $s/2$ from the centre of its circle and has area $r^2\arccos(s/2r)-(s/2)\sqrt{r^2-s^2/4}$. Doubling this and setting $r=x/2$ gives

$$A_{end}(x)=\frac{x^2}{2}\arccos\frac sx-\frac s2\sqrt{x^2-s^2}.$$

For $x\gg s$ the arccosine tends to $\pi/2$ and the lens becomes nearly a full disc of area $\pi x^2/4$. Multiplied by $x_0^2/x^3$, it leaves an integrand $\pi x_0^2/(4x)$. The average end area thus grows as $(\pi/4)x_0^2\ln x_M$ and has no finite limit for an endless tail. For a pair of finite length the inverse law needs a largest defect, and $L$ must be great enough for the end area to be small beside $Lx_0^2/(2s)$.

With $x_M=10$ µm, the average end area is 1361 nm². A pair 100 µm long has a strip area of $10^5\ \text{nm}\times5.0\ \text{nm}=5.0\times10^5\ \text{nm}^2$, so the ends add 0.27%.

## From critical area to yield

Let $D$ be the mean number of defects per unit area, counting all diameters. If defects fall independently, the number $n$ on a chip follows a Poisson distribution with mean $N=DA_c$. Each one misses with probability $1-A_{av}/A_c$, where $A_{av}$ now refers to the whole chip. The probability of no short is

$$\sum_{n=0}^\infty e^{-N}\frac{N^n}{n!}\left(1-\frac{A_{av}}{A_c}\right)^n
=e^{-N}e^{N(1-A_{av}/A_c)}=e^{-DA_{av}} .$$

Take a test chip of 1 cm² with $10^6$ pairs, each 100 µm long, repeated every 1 µm across the wires. The breaks between pairs that follow one another along the wires are taken as very short compared with 100 µm, so the total pair length is 100 m. Shorts across these breaks, from the end of one wire to the start of the next, are not counted. Adding the pair areas, with their overlaps left to the section on neighbouring wires, gives

$$A_{av}=100\ \text{m}\times5.0\times10^{-9}\ \text{m}=5.0\times10^{-7}\ \text{m}^2=0.0050\ \text{cm}^2 .$$

For $D=1\ \text{cm}^{-2}$ the mean number of shorts is $\lambda=DA_{av}=0.0050$, and the probability of at least one short is $1-e^{-0.0050}$, or 0.50%. While $\lambda\ll1$ this probability is nearly $\lambda$. In this sum over isolated pairs it is therefore nearly inversely proportional to the spacing, as long as $s\ge x_0$.

Defects may also cluster, so that some chips receive many and others few. Let the density on a chip be $Dz$, where $z$ has a gamma distribution with mean 1 and parameter $\alpha$. The probability of no short becomes

$$\frac{\alpha^\alpha}{\Gamma(\alpha)}\int_0^\infty z^{\alpha-1}e^{-(\alpha+\lambda)z}\,dz=\left(1+\frac\lambda\alpha\right)^{-\alpha}.$$

For $\alpha=2$ the failure probability changes only from 0.4988% to 0.4981%. Expanding both expressions to second order in $\lambda$ shows that, for small $\lambda$, clustering lowers the failure probability by about $\lambda^2/(2\alpha)$, which is negligible here.

## Neighbouring wires

In the test chip, a gap $g=880$ nm separates each pair from the next. A disc may bridge this gap too, and a large disc may bridge several gaps at once. We now seek the area in which a disc causes at least one short between any two wires.

In one repeat distance $P=s+g+2w$ there is a strip of width $x-s$ and, for $x>g$, another of width $x-g$. They merge and fill the whole period when $(x-s)+(x-g)=P$, that is, at $x=s+g+w$. Beyond this diameter every landing position causes a short.

To average this width $W(x)$ for $x_0\le s\le g$, integrate by parts with $f=-dS/dx$. The boundary terms vanish because $W=0$ at $x=s$ and $S\to0$ at infinity, so the average is $\int W'(x)S(x)\,dx$. The slope $W'$ is 1 from $s$ to $g$, 2 from $g$ to $s+g+w$, and 0 beyond. Since $\int S\,dx=-x_0^2/(2x)$, the average width per period is

$$\frac{x_0^2}{2}\left(\frac1s+\frac1g-\frac{2}{s+g+w}\right).$$

For the test chip this is 3.8% below the result for an isolated pair. The extra gap adds shorts, but the merging of strips removes more.

In a dense comb all gaps are equal, $g=s$, and one period holds two gaps. With the pitch $p=s+w$, half of the last expression is the area per gap and unit length:

$$\frac{x_0^2}{2}\left(\frac1s-\frac1{s+p}\right)=\frac{x_0^2}{2s}\,\frac{p}{s+p}.$$

For $s=w=40$ nm the factor is $80/120=0.67$. If $w/s$ is held fixed, the factor is constant and the inverse law in $s$ remains, as long as $s\ge x_0$. If $w$ or $p$ is held fixed instead, the factor varies with $s$ and the law is modified.

The pair result still has a precise meaning in the comb: multiplied by $D$ and summed over gaps, it gives the mean number of bridged gaps. The reduced area gives the mean number of defects that cause a short, and this is the number that governs yield. The two differ because one large disc can bridge several gaps.

## Beside real copper interconnects

A spacing and width of 40 nm lie in the regime of narrow copper interconnects. The values of $x_0$ and $D$ are rough round choices, and for $s\ge x_0$ and an inverse-cube tail they enter the mean number of shorts only through the product $Dx_0^2$. The layout of the test chip is far sparser than a densely wired level. A comb of 80 nm pitch filling 1 cm² would contain $10^{-4}\ \text{m}^2/(8\times10^{-8}\ \text{m})=1250$ m of gap. The pair law then gives 0.063 bridged gaps per chip, and the factor 0.67 leaves 0.042 shorting defects, hence a failure probability of about 4%. The tail exponent is a further uncertainty: for an isolated pair, a change of 0.2 shifts the mean number of shorts by 30 to 50% at fixed $x_0$ and $D$. In this comb the largest discs count for less, and the shifts are smaller, about +33% for $q=2.8$ and −24% for $q=3.2$. Irregular defect shapes and partial bridges of high resistance are outside the model, and their effect has not been estimated.

For a layout decision, what is held fixed matters. Widening the gap of a long isolated pair at constant length, with $x_0\le s\ll x_M$, reduces its shorts as $1/s$. Scaling a dense comb with $w=s$ on a fixed chip area also changes the total gap length, which is proportional to $1/p$ and hence to $1/s$. The number of shorts then varies as $1/s^2$, so halving both $w$ and $s$ on the same chip area, at unchanged $D$ and $x_0$, multiplies it by four, provided that the new spacing is still at least $x_0$. The main values for the wire pair and the test chip are collected in the numerical output below.

## Computed values

```
spacing s: 40 nm; wire width w: 40 nm
peak diameter x0: 20 nm
defect density, all diameters: 1.0 cm^-2
number of pairs: 1000000
length of each pair: 100 um
repeat distance of pairs: 1.0 um
chip area: 1.00 cm^2
total pair length: 100 m
fraction of defects larger than s: 0.1250
mean critical width at s = 40 nm: 5.0000 nm
mean critical width at s = 80 nm: 2.5000 nm
mean critical width at s = 160 nm: 1.2500 nm
mean critical width, s = 40 nm, w = 5 nm: 5.0000 nm
total mean critical area: 0.00500 cm^2
mean number of shorts per chip: 0.00500
probability of at least one short: 0.4988 %
half of critical area from diameters above: 136.6 nm
below the peak, s = 10 nm: true width 17.083 nm
below the peak, 1/s law would give: 20.000 nm
largest diameter assumed: 10 um
change from largest diameter: -0.80 %
mean end area per pair: 1361 nm^2
change from wire ends: +0.27 %
gap between neighbouring pairs: 880 nm
change from neighbouring pairs: -3.79 %
dense comb, area per gap / pair law: 0.6667
exponent 2.8: mean width at s = 40 nm: 7.557 nm
exponent 2.8: change from cube law: +51.1 %
exponent 2.8: width ratio on doubling s: 0.5743
exponent 3.2: mean width at s = 40 nm: 3.455 nm
exponent 3.2: change from cube law: -30.9 %
exponent 3.2: width ratio on doubling s: 0.4353
clustering parameter alpha: 2.0
failure probability with clustering: 0.4981 %
```
